# Why a Negative Charged-Defect Formation Energy Does Not Mean Unlimited Creation: a program that tests the result

```python
# RESULT UNDER TEST
# A charged defect with negative formation energy at a chosen Fermi energy is
# not created without limit in a neutral crystal with fixed doping: its charge
# moves the Fermi energy and raises its formation energy.
# Example: interstitial Li (charge states + and 0) in boron-doped Si.
# SYMBOLS: EF Fermi energy above the valence-band top (eV); e_plus formation
# energy of Li+ at EF = 0; e_neutral that of neutral Li; NS interstitial sites,
# NA boron, n electrons, p holes (all cm^-3); kT thermal energy (eV).
# Energies are model values for a fixed lithium reservoir.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, gammaln

KB = const.k / const.e
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = const.physical_constants["Bohr radius"][0] * 100
BOHR_A = BOHR_CM * 1e8
T0, GAP, E_PLUS, DEPTH, NA0 = 700.0, 1.00, -0.20, 0.033, 5e19
LATTICE_A, M_E, M_H, EPS_R, BORON_LEVEL = 5.43, 1.1, 1.2, 11.7, 0.045
NS = 8 / (LATTICE_A * 1e-8) ** 3
kT0 = KB * T0
t_grid = np.linspace(0, 12, 1201)


def fermi_half(eta):
    """Normalized Fermi-Dirac integral of order 1/2, with x = t^2."""
    y = 2 * t_grid**2 * expit(eta - t_grid**2)
    step = t_grid[1] - t_grid[0]
    return 2 / np.sqrt(np.pi) * step * (y.sum() - 0.5 * (y[0] + y[-1]))


def band_density(mass, T):
    tau = KB * T / HARTREE
    return 2 * (mass * tau / (2 * np.pi)) ** 1.5 / BOHR_CM**3


def carriers(EF, T=T0, gap=GAP, m_h=M_H):
    kT = KB * T
    n = band_density(M_E, T) * fermi_half((EF - gap) / kT)
    p = band_density(m_h, T) * fermi_half(-EF / kT)
    return n, p


def state(EF, NA, T=T0, gap=GAP, e_plus=E_PLUS, e_neutral=None,
          bind=None, e_boron=None, m_h=M_H):
    """Densities and net charge at a given Fermi energy.
    bind: Li-B pair binding; e_boron: boron taken from a reservoir."""
    kT = KB * T
    if e_neutral is None:
        e_neutral = e_plus + gap - DEPTH
    w_plus = np.exp(-(e_plus + EF) / kT)
    w_zero = 2 * np.exp(-e_neutral / kT)
    z = 1 + w_plus + w_zero
    plus, neutral = NS * w_plus / z, NS * w_zero / z
    if e_boron is not None:
        NA = NS * expit(-(e_boron - EF) / kT)
    paired = 0.0
    if bind is not None:
        y = 4 * w_plus * np.exp(bind / kT)
        paired = NA * y / (1 + y)
    n, p = carriers(EF, T, gap, m_h)
    return dict(EF=EF, n=n, p=p, plus=plus, neutral=neutral, paired=paired,
                total=plus + neutral + paired, form=e_plus + EF,
                charge=p - n + plus - (NA - paired))


def solve(NA, **kw):
    root = brentq(lambda x: state(x, NA, **kw)["charge"] / 1e18,
                  -1.0, 2.2, xtol=1e-13)
    return state(root, NA, **kw)


def start_fermi(NA, **kw):
    """Fermi energy of the doped crystal before any lithium enters."""
    return solve(NA, e_plus=99.0, **kw)["EF"]


# ---- carrier formulas against a polylogarithm and an explicit state sum
ref = float(mp.re(-mp.polylog(1.5, -mp.exp(-0.5))))
assert abs(fermi_half(-0.5) / ref - 1) < 1e-8
box, tau = 200.0, kT0 / HARTREE
k_box = 2 * np.pi * np.arange(-200, 201) / box
box_sum = 2 * np.exp(-k_box**2 / (2 * M_E * tau)).sum() ** 3 / box**3
assert abs(box_sum / BOHR_CM**3 / band_density(M_E, T0) - 1) < 1e-8


# ---- finite crystal: exact sum over neutral configurations, no Fermi energy
def ln_choose(N, k):
    ok = (k >= 0) & (k <= N)
    k = np.clip(k, 0, N)
    val = gammaln(N + 1) - gammaln(k + 1) - gammaln(N - k + 1)
    return np.where(ok, val, -np.inf)


def neutral_sum(s, kT, e_plus, gap, level):
    sites, acc, band = 20000 * s, 100 * s, 400 * s
    N = np.arange(0, 700 * s)[:, None]
    holes = np.arange(0, 120 * s)[None, :]
    elec = N - acc + holes
    w0 = 2 * np.exp(-(e_plus + level) / kT)
    logw = (ln_choose(sites, N) - N * e_plus / kT
            + (sites - N) * np.log1p(w0) + ln_choose(band, holes)
            + ln_choose(band, elec) - elec * gap / kT)
    w = np.exp(logw - logw.max())
    mean_plus = (w * N).sum() / w.sum()
    mean_zero = (sites - mean_plus) * w0 / (1 + w0)
    return mean_plus, mean_zero


def fermi_root_count(s, kT, e_plus, gap, level):
    sites, acc, band = 20000 * s, 100 * s, 400 * s
    w0 = 2 * np.exp(-(e_plus + level) / kT)

    def plus(EF):
        w = np.exp(-(e_plus + EF) / kT)
        return sites * w / (1 + w + w0)

    def charge(EF):
        return (band * expit(-EF / kT) - band * expit((EF - gap) / kT)
                + plus(EF) - acc)
    return plus(brentq(charge, -1, 2, xtol=1e-13))


toy = (0.06, -0.2, 0.6, 0.5)
exact1, exact4 = neutral_sum(1, *toy)[0], neutral_sum(4, *toy)[0]
root1, root4 = fermi_root_count(1, *toy), fermi_root_count(4, *toy)
err1, err4 = abs(exact1 / root1 - 1), abs(exact4 / root4 - 1)
assert err1 < 0.01 and err4 < 0.4 * err1
cold = neutral_sum(1, 0.01, -0.2, 0.6, 0.5)[0]
assert abs(cold - 100) < 1e-3          # stops when the holes are used up
bad_plus, bad_zero = neutral_sum(1, 0.06, -0.2, 0.6, 0.1)
bad_fraction = (bad_plus + bad_zero) / 20000
assert bad_fraction > 0.5              # negative neutral-state energy

# ---- monotonic charge and the fluctuation formula for its slope
scan = [state(x, NA0)["charge"] for x in np.linspace(-0.5, 1.5, 201)]
assert np.all(np.diff(scan) < 0)
x, h = -E_PLUS + 0.05, 1e-5
slope = (state(x + h, NA0)["plus"] - state(x - h, NA0)["plus"]) / (2 * h * NS)
q_mean = state(x, NA0)["plus"] / NS
assert abs(slope / (-q_mean * (1 - q_mean) / kT0) - 1) < 1e-5

# ---- main example, and the same crystal with the Fermi energy held fixed
EF_start = start_fermi(NA0)
held, final = state(EF_start, NA0), solve(NA0)
dilute_held = NS * np.exp(-held["form"] / kT0)
assert held["form"] < 0 < final["form"]
assert held["plus"] > 0.5 * NS and final["total"] < 0.01 * NS
simple_form = kT0 * np.log(NS / NA0)
assert abs(simple_form - final["form"]) < 0.005

# ---- sign criterion, with cases on both sides
signs = []
for NA, e in ((5e19, -0.2), (3e22, -0.2), (5e19, -0.6), (5e19, -1.3)):
    positive = solve(NA, e_plus=e)["form"] > 0
    assert positive == (state(-e, NA, e_plus=e)["charge"] > 0)
    signs.append(positive)
assert True in signs and False in signs

# ---- closed formula for the lithium density over a boron series
K = NS * band_density(M_E, T0) * np.exp(-(E_PLUS + GAP) / kT0)
series = []
for NA in (0.0, 1e17, 1e18, 1e19, 5e19, 1e20):
    before, after = start_fermi(NA), solve(NA)
    closed = NA / 2 + np.sqrt(NA**2 / 4 + K)
    assert abs(after["plus"] / closed - 1) < 0.01
    assert after["EF"] > before
    series.append((NA, E_PLUS + before, after["form"], after["total"]))

# ---- other defect charges: energy rises, charge is set by the dopant
for q in (-2, -1, 1, 2):
    dopant = -np.sign(q) * NA0

    def free_charge(EF):
        n, p = carriers(EF)
        return p - n + dopant
    EF0 = brentq(lambda v: free_charge(v) / 1e18, -1, 2.2, xtol=1e-13)

    def energy(EF):
        return -0.15 + q * (EF - EF0)

    def density(EF):
        return NS * expit(-energy(EF) / kT0)
    EF1 = brentq(lambda v: (free_charge(v) + q * density(v)) / 1e18,
                 -1, 2.2, xtol=1e-13)
    assert energy(EF1) > 0
    assert abs(abs(q) * density(EF1) / NA0 - 1) < 0.05

# ---- boron also from a reservoir: only the sum of energies matters
pair_fraction = {}
for pair_energy in (0.8, -0.2):
    r = solve(0.0, e_boron=pair_energy - E_PLUS)
    pair_fraction[pair_energy] = r["plus"] / NS
    assert abs(r["plus"] / NS / expit(-pair_energy / (2 * kT0)) - 1) < 0.01

# ---- size of neglected effects
r_pair = LATTICE_A * np.sqrt(3) / 4
bind = HARTREE * BOHR_A / (EPS_R * r_pair)
paired = solve(NA0, bind=bind)
ions = (final["plus"] + NA0) * BOHR_CM**3
debye = np.sqrt(EPS_R * tau / (4 * np.pi * ions))
screen = HARTREE / (2 * EPS_R * debye)
e_zero = E_PLUS + GAP - DEPTH
screened = solve(NA0, e_plus=E_PLUS - screen, e_neutral=e_zero)
NARROW = 0.10
narrowed = solve(NA0, gap=GAP - NARROW)
together = solve(NA0, gap=GAP - NARROW, e_plus=E_PLUS - screen,
                 e_neutral=e_zero - NARROW, bind=bind)
assert together["total"] < 0.01 * NS


def boron_ionized(EF):
    return 1 / (1 + 4 * np.exp((BORON_LEVEL - EF) / kT0))


def isolated_balance(EF):
    n, p = carriers(EF)
    return (p - n - NA0 * boron_ionized(EF)) / 1e18


EF_isolated = brentq(isolated_balance, -0.5, 1.5, xtol=1e-13)
assert E_PLUS + EF_isolated < 0
EF_boltz = kT0 * np.log(band_density(M_H, T0) / NA0)
EF_heavy = start_fermi(NA0, m_h=1.2 * M_H)
cool, hot = solve(NA0, T=600.0), solve(NA0, T=800.0)

# ---- output
print(f"temperature {T0:.0f} K; kT {kT0:.4f} eV; gap {GAP:.2f} eV")
print(f"lattice {LATTICE_A} angstrom; Li sites {NS:.3e} cm^-3")
print(f"boron {NA0:.1e} cm^-3; masses e {M_E}, h {M_H} m_e")
print(f"band densities Nc {band_density(M_E, T0):.3e}, "
      f"Nv {band_density(M_H, T0):.3e} cm^-3")
print(f"Li+ energy at EF=0: {E_PLUS:.2f} eV; donor depth {DEPTH} eV")
print(f"neutral Li energy {e_zero:.3f} eV; level {GAP-DEPTH:.3f} eV")
print(f"Li+ plus band electron: {E_PLUS + GAP:.2f} eV")
print(f"START: EF {EF_start:.4f} eV; Li+ energy {held['form']:.4f} eV")
print(f"EF held: dilute formula {dilute_held:.3e} cm^-3")
print(f"EF held: Li+ site fraction {held['plus']/NS:.4f}")
print(f"NEUTRAL: EF {final['EF']:.4f} eV; Li+ energy {final['form']:.4f} eV"
      f" = {final['form']/HARTREE:.5f} hartree")
print(f"rise of EF and of Li+ energy {final['EF']-EF_start:.4f} eV")
print(f"Li+ {final['plus']:.4e}, neutral Li {final['neutral']:.3e} cm^-3")
print(f"electrons {final['n']:.3e}, holes {final['p']:.3e} cm^-3")
print(f"total Li {final['total']:.4e} cm^-3; "
      f"per site {final['total']/NS:.3e}")
print(f"kT ln(NS/NA) {simple_form:.4f} eV; K {K:.3e} cm^-6")
print(f"total Li minus boron {final['total']-NA0:.3e} cm^-3")
print("boron cm^-3 | Li+ energy before, after eV | total Li cm^-3")
for NA, a, b, c in series:
    print(f"  {NA:.1e} | {a:+.4f}, {b:+.4f} | {c:.4e}")
print("finite crystal: 20000 sites, 100 acceptors, 400 states per band")
print("  kT 0.06, Li+ -0.2, gap 0.6, level 0.5 eV" if toy ==
      (0.06, -0.2, 0.6, 0.5) else f"  parameters {toy} eV")
print(f"  Li+ count: exact sum {exact1:.3f}, Fermi root {root1:.3f}")
print(f"  relative difference {err1:.2e}; fourfold size {err4:.2e}")
print(f"  Li+ count at kT 0.01 eV: {cold:.5f}")
print(f"  level 0.1 eV (neutral -0.1 eV): filled fraction {bad_fraction:.4f}")
for e, f in pair_fraction.items():
    print(f"both from reservoirs, sum {e:+.1f} eV: Li+ fraction {f:.3e}")
print(f"pair distance {r_pair:.3f} angstrom; binding {bind:.3f} eV")
print(f"pairing: free Li+ {paired['plus']:.3e}, pairs "
      f"{paired['paired']:.3e} cm^-3")
print(f"pairing: energy {paired['form']:.4f} eV; "
      f"total Li {paired['total']:.4e} cm^-3")
print(f"Debye length {debye*BOHR_A:.2f} angstrom; ion shift {-screen:.3f} eV")
print(f"mean ion spacing {ions**(-1/3)*BOHR_A:.1f} angstrom")
print(f"screening: energy {screened['form']:.4f} eV; "
      f"total Li {screened['total']:.4e} cm^-3")
print(f"gap less {NARROW:.2f} eV: energy {narrowed['form']:.4f} eV; "
      f"total Li {narrowed['total']:.4e} cm^-3")
print(f"all three: energy {together['form']:.4f} eV; "
      f"total Li {together['total']:.4e} cm^-3")
print(f"isolated boron level {BORON_LEVEL} eV: start Li+ energy "
      f"{E_PLUS+EF_isolated:.4f} eV")
print(f"boron ionized in final state {boron_ionized(final['EF']):.5f}")
print(f"start EF without degeneracy {EF_boltz:.4f} eV")
print(f"start EF with hole mass up 20 percent {EF_heavy:.4f} eV")
print(f"600 K, same energies: {cool['form']:.4f} eV, "
      f"{cool['total']:.4e} cm^-3")
print(f"800 K, same energies: {hot['form']:.4f} eV, "
      f"{hot['total']:.4e} cm^-3")
print("success")
```

Output:

```
temperature 700 K; kT 0.0603 eV; gap 1.00 eV
lattice 5.43 angstrom; Li sites 4.997e+22 cm^-3
boron 5.0e+19 cm^-3; masses e 1.1, h 1.2 m_e
band densities Nc 1.032e+20, Nv 1.176e+20 cm^-3
Li+ energy at EF=0: -0.20 eV; donor depth 0.033 eV
neutral Li energy 0.767 eV; level 0.967 eV
Li+ plus band electron: 0.80 eV
START: EF 0.0426 eV; Li+ energy -0.1574 eV
EF held: dilute formula 6.795e+23 cm^-3
EF held: Li+ site fraction 0.9315
NEUTRAL: EF 0.6164 eV; Li+ energy 0.4164 eV = 0.01530 hartree
rise of EF and of Li+ energy 0.5738 eV
Li+ 5.0174e+19, neutral Li 3.000e+17 cm^-3
electrons 1.784e+17, holes 4.291e+15 cm^-3
total Li 5.0474e+19 cm^-3; per site 1.010e-03
kT ln(NS/NA) 0.4166 eV; K 8.965e+36 cm^-6
total Li minus boron 4.741e+17 cm^-3
boron cm^-3 | Li+ energy before, after eV | total Li cm^-3
  0.0e+00 | +0.3039, +0.5868 | 3.2791e+18
  1.0e+17 | +0.2223, +0.5858 | 3.3297e+18
  1.0e+18 | +0.0873, +0.5767 | 3.8230e+18
  1.0e+19 | -0.0532, +0.5089 | 1.1125e+19
  5.0e+19 | -0.1574, +0.4164 | 5.0474e+19
  1.0e+20 | -0.2082, +0.3747 | 1.0038e+20
finite crystal: 20000 sites, 100 acceptors, 400 states per band
  kT 0.06, Li+ -0.2, gap 0.6, level 0.5 eV
  Li+ count: exact sum 155.066, Fermi root 155.220
  relative difference 9.92e-04; fourfold size 2.48e-04
  Li+ count at kT 0.01 eV: 100.00000
  level 0.1 eV (neutral -0.1 eV): filled fraction 0.9142
both from reservoirs, sum +0.8 eV: Li+ fraction 1.318e-03
both from reservoirs, sum -0.2 eV: Li+ fraction 8.397e-01
pair distance 2.351 angstrom; binding 0.523 eV
pairing: free Li+ 9.817e+18, pairs 4.109e+19 cm^-3
pairing: energy 0.5148 eV; total Li 5.1210e+19 cm^-3
Debye length 6.24 angstrom; ion shift -0.099 eV
mean ion spacing 21.5 angstrom
screening: energy 0.4155 eV; total Li 5.1199e+19 cm^-3
gap less 0.10 eV: energy 0.4155 eV; total Li 5.2490e+19 cm^-3
all three: energy 0.4781 eV; total Li 6.4362e+19 cm^-3
isolated boron level 0.045 eV: start Li+ energy -0.0964 eV
boron ionized in final state 0.99969
start EF without degeneracy 0.0516 eV
start EF with hole mass up 20 percent 0.0612 eV
600 K, same energies: 0.3571 eV, 5.0050e+19 cm^-3
800 K, same energies: 0.4746 eV, 5.2582e+19 cm^-3
success
```
